# Faber–Ziman resistivity of a binary liquid alloy and identical partial structure factors

To leading order in the ion potentials, a scattering rate is proportional to the square of a matrix element, so the resistivity of a liquid metal must be quadratic in those potentials. Let $u$ be the Fourier transform of the potential of one ion, with the dimension of energy times volume, and let $n$ be the number of ions per unit volume. For free electrons of mass $m$ and Fermi wavenumber $k_F$, the natural unit of resistivity is $\hbar/(e^2k_F)$, the dimensionless ion density is $n/k_F^3$, and the dimensionless potential is $mk_Fu/\hbar^2$. A rate proportional to the number of scatterers, at a given dimensionless structure, therefore gives

$$
\rho\sim\frac{\hbar}{e^2k_F}\,\frac{n}{k_F^3}\left(\frac{mk_Fu}{\hbar^2}\right)^2=\frac{m^2n\,u^2}{\hbar^3e^2k_F^2}.
$$

Symmetry restricts what $u^2$ can become in an alloy of two species. In an isotropic liquid it is a quadratic form in $u_1$ and $u_2$ whose coefficients depend on the magnitude $q$ of the momentum transfer. If $u_1=u_2$, the species labels have no effect and the pure-liquid result must return. Any extra scattering caused by the labels must vanish there, and also in either pure liquid. The numerical factor, the weighting over $q$ and the coefficients must be derived.

Take $N$ ions in a periodic box of volume $V$, with $n=N/V$ and number fractions $c_1+c_2=1$. The ions are treated as static during a collision. Their potentials $v_i(r)$ are local, spherical and already screened; linear screening lets them be added. Define

$$
u_i(q)=\int v_i(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
$$

Between normalized plane waves, shifting the integration variable to the centre of each ion gives

$$
M_{\mathbf q}=\langle\mathbf k+\mathbf q|U|\mathbf k\rangle=\frac1V\sum_j u_j(q)\,e^{-i\mathbf q\cdot\mathbf R_j},
$$

where $u_j$ is $u_1$ or $u_2$ according to the ion at $\mathbf R_j$. Squaring and averaging over liquid configurations,

$$
\langle|M_{\mathbf q}|^2\rangle=\frac1{V^2}\sum_{jl}\left\langle u_j^*u_l\,e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}\right\rangle .
$$

The terms $j=l$ contribute $N\sum_i c_i|u_i|^2$ to the sum. For the others, an ion of species $i$ sees ions of species $j$ at separation $\mathbf r$ with density $nc_jg_{ij}(r)$, which defines the pair function $g_{ij}$. There are $Nc_i$ such central ions, so the pair terms are $Nc_ic_ju_i^*u_j\,n\int g_{ij}e^{-i\mathbf q\cdot\mathbf r}d^3r$; isotropy makes the sign in the exponent immaterial. Since $\int e^{-i\mathbf q\cdot\mathbf r}d^3r=0$ for an allowed $\mathbf q\neq0$, we may replace $g_{ij}$ by $g_{ij}-1$. With the Faber–Ziman partial structure factors

$$
a_{ij}(q)=1+n\int[g_{ij}(r)-1]\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r,
$$

in which $n$ is the total ion density, the result is

$$
\langle|M_{\mathbf q}|^2\rangle=\frac{n}{V}F(q),\qquad
F=\sum_i c_i|u_i|^2+\sum_{ij}c_ic_ju_i^*u_j(a_{ij}-1).
$$

The composition factors can be tested on a structure with known correlations. Place clusters at random, each with one ion A and two ions B at distance $d$ from A in independent random directions. With $s=\sin(qd)/(qd)$, the pair functions give $a_{AA}=1$, $a_{AB}=1+3s$ and $a_{BB}=1+\tfrac32s^2$. For $u_A=1$, $u_B=-0.6$ and $qd=2$, the formula gives $F=0.2592$. Direct sampling of the squared amplitude gives $0.2587\pm0.0013$.

The resistivity now follows from the Boltzmann equation. Apply a field $\mathcal E$ along $z$ and write the distribution as $f=f_0+h$, with $f_0$ the Fermi function. The force is $-e\mathcal E$, and $\partial f_0/\partial k_z=\hbar v_zf_0'$, where the prime denotes an energy derivative. Elastic rates are symmetric in $\mathbf k$ and $\mathbf k'$, so the Pauli factors cancel, and to first order in the field

$$
-e\mathcal E v_zf_0'=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(h_{\mathbf k'}-h_{\mathbf k}),\qquad
W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{nF(q)}V\,\delta(E_k-E_{k'}).
$$

Try $h$ equal to $k_z$ times a function of energy. At fixed scattering angle $\theta$, averaging $\mathbf k'$ around the direction of $\mathbf k$ removes its perpendicular part and leaves $k'_z\to k_z\cos\theta$. The collision term is therefore $-h/\tau$, with

$$
\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\theta),\qquad h=e\mathcal E\tau v_zf_0'.
$$

The relaxation time is thus a solution of this model's Boltzmann equation, not a further approximation. The factor $1-\cos\theta$ expresses that a small deflection barely degrades the current.

The potential conserves spin, so the sum covers final states of one spin. Using $\int k'^2\delta(E_k-E_{k'})\,dk'=mk_F/\hbar^2$ at the Fermi level,

$$
\begin{aligned}
\frac1\tau&=\frac{2\pi}{\hbar}\,n\,\frac{mk_F}{(2\pi)^3\hbar^2}\,2\pi\int_0^\pi F(q)(1-\cos\theta)\sin\theta\,d\theta\\
&=\frac{nmk_F}{2\pi\hbar^3}\int_0^\pi F(q)(1-\cos\theta)\sin\theta\,d\theta .
\end{aligned}
$$

Momentum transfer on the sphere is $q=2k_F\sin(\theta/2)$. Put $x=q/2k_F=\sin(\theta/2)$. Then $1-\cos\theta=2x^2$ and, because $dx=\tfrac12\cos(\theta/2)d\theta$, $\sin\theta\,d\theta=4x\,dx$. The product is $8x^3dx$, and

$$
\frac1\tau=\frac{nmk_F}{\pi\hbar^3}\int_0^1 4x^3F(2k_Fx)\,dx .
$$

The current density is $j=-2e\int v_zh\,d^3k/(2\pi)^3$, the factor 2 counting spin. For degenerate electrons $-f_0'$ selects the Fermi surface, where the mean of $v_z^2$ is $v_F^2/3$ and the density of states for both spins is $mk_F/(\pi^2\hbar^2)$. Hence

$$
\sigma=e^2\tau\,\frac{\hbar^2k_F^2}{3m^2}\,\frac{mk_F}{\pi^2\hbar^2}
=\frac{n_ee^2\tau}{m},\qquad n_e=\frac{k_F^3}{3\pi^2}.
$$

Inverting this and inserting the rate,

$$
\rho=\frac{3\pi^2m}{k_F^3e^2}\,\frac1\tau
=\frac{3\pi m^2n}{\hbar^3e^2k_F^2}\int_0^1 4x^3F(2k_Fx)\,dx .
$$

This is the Faber–Ziman resistivity. The weight $x^3$ favours transfers near $2k_F$, that is, backscattering.

Suppose now that $a_{11}=a_{22}=a_{12}=a$. The equality refers to the normalization above. For the differently normalized set $S_{ij}=\delta_{ij}+\sqrt{c_ic_j}(a_{ij}-1)$, it does not mean equal $S_{ij}$. With $\bar u=c_1u_1+c_2u_2$ and $\Delta=u_1-u_2$, the double sum in $F$ factorizes:

$$
F=\sum_i c_i|u_i|^2+(a-1)|\bar u|^2
=a|\bar u|^2+\left[\sum_i c_i|u_i|^2-|\bar u|^2\right].
$$

Expand the bracket. The coefficient of $|u_1|^2$ is $c_1-c_1^2=c_1c_2$, that of $|u_2|^2$ is $c_2-c_2^2=c_1c_2$, and the cross term is $-2c_1c_2\,\mathrm{Re}(u_1^*u_2)$. The bracket is $c_1c_2|\Delta|^2$, so

$$
F=a\,|c_1u_1+c_2u_2|^2+c_1c_2\,|u_1-u_2|^2 .
$$

The converse also holds for $0<c_1<1$. If this form is required for every $u_1$ and $u_2$, subtracting it from the general $F$ leaves $c_1^2(a_{11}-a)|u_1|^2+c_2^2(a_{22}-a)|u_2|^2+2c_1c_2(a_{12}-a)\mathrm{Re}(u_1^*u_2)$. Each coefficient must vanish, which makes the partials identical.

The two terms have a direct meaning. Identical partials arise when labels are assigned independently of positions. Write $u_j=\bar u+\delta_j$, where $\delta_j=c_2\Delta$ for species 1 and $-c_1\Delta$ for species 2. The average of $\delta_j$ is zero and its mean square is $(c_1c_2^2+c_2c_1^2)|\Delta|^2=c_1c_2|\Delta|^2$. The mean potential scatters coherently and sees the structure. The deviations on different ions are uncorrelated, so their intensities add without interference. If the composition of a finite sample is fixed, $\sum_j\delta_j=0$ imposes a covariance $-c_1c_2|\Delta|^2/(N-1)$ between different ions. For positions with $S=|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2/N$, the second term is then multiplied by $1-(S-1)/(N-1)=(N-S)/(N-1)$, which tends to one in a large liquid.

The limits of $a$ show what the second term does and does not represent. For uncorrelated positions, $a=1$ and $F=c_1|u_1|^2+c_2|u_2|^2$: there is no excess over linear interpolation, although the $c_1c_2$ term is present. For a rigid perfect lattice, $a=0$ between reciprocal-lattice vectors and the label term alone remains. In general, the identity for the bracket gives

$$
F-c_1a|u_1|^2-c_2a|u_2|^2=c_1c_2|\Delta|^2(1-a).
$$

With $n$, $k_F$, screening and $a$ held fixed, this is the excess over the straight line joining the end members. In a true mixture it is negative at any $q$ where $a>1$ and $u_1\neq u_2$. The dilute limit shows the same distinction: to first order in $c_2$,

$$
F=a|u_1|^2+c_2\left[|\Delta|^2-2a\,\mathrm{Re}(u_1^*\Delta)\right],
$$

so an added impurity also changes the coherent term. In a real composition series $k_F$, the screening and the structure vary too, and $\rho(c)$ need not be a parabola.

For an example in the regime of liquid potassium–rubidium at 373 K, take species 1 as potassium-like and species 2 as rubidium-like. The two have equal valence and fairly similar size. Rough typical parameters are pure-liquid ion densities of 12.5 and 10.3 nm$^{-3}$, core radii $r_i$ of 0.113 and 0.130 nm, and a hard-sphere packing fraction of 0.45. Atomic volumes are interpolated linearly. The structure is that of equal hard spheres in the Percus–Yevick approximation. The potentials are empty-core potentials, Coulombic outside $r_i$ and zero inside, with Lindhard screening:

$$
u_i=-\frac{e^2}{\varepsilon_0}\frac{\cos(qr_i)}{q^2+k_{TF}^2L(x)},\quad
L=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|,\quad
k_{TF}^2=\frac{3n_ee^2}{2\varepsilon_0E_F}.
$$

At equal fractions, $n=2/(1/12.5+1/10.3)=11.29$ nm$^{-3}$. One electron per ion gives $k_F=(3\pi^2n)^{1/3}=6.94$ nm$^{-1}$ and $E_F=1.84$ eV. At $q=2k_F$, the phase $qr_1=13.88\times0.113=1.57$ lies almost at the cosine's zero $\pi/2$, whereas $qr_2=1.80$ lies beyond it. This explains the very different values $nu_1=-0.0016$ eV and $nu_2=0.1715$ eV. With $a=0.835$ there, the coherent part of $n^2F$ is $0.835\times(0.0850)^2=0.0060$ eV$^2$ and the label part is $0.25\times(0.1731)^2=0.0075$ eV$^2$. For backscattering, label disorder is the larger contribution.

Integrated over all angles, the average-potential term gives 9.0 µΩ cm and the $c(1-c)$ term 6.8 µΩ cm, together 15.7 µΩ cm, or $1.57\times10^{-7}$ Ω m. A separate quadrature of the collision rate and current over the Fermi sphere gives the same value. The relaxation time is 20.0 fs, and the mean free path is $v_F\tau=(8.035\times10^5\ \mathrm{m/s})(19.97\times10^{-15}\ \mathrm{s})=16$ nm.

The end members have 10.1 and 9.2 µΩ cm, so the equimolar alloy lies 6.1 µΩ cm above their mean. Freezing all equimolar ingredients and changing only the fractions gives an excess of 4.4 µΩ cm instead. Neither equals the label term of 6.8 µΩ cm. The ratio $4.382/6.775=0.65$ is the average of $1-a$ weighted by $x^3|\Delta|^2$, so the corresponding average of $a$ is 0.35, well below its value at $2k_F$. The label term itself stays close to a parabola here: at rubidium fractions 0.25 and 0.75 it is 5.10 and 5.06 µΩ cm, against $0.75\times6.775=5.08$.

Several omissions can be sized at equal fractions. Giving the spheres a diameter ratio of 1.067, at the same density and packing, splits the partials at $2k_F$ into $a_{11}=0.65$, $a_{12}=0.84$ and $a_{22}=1.06$. The two-term form then fails, but the full Faber–Ziman expression changes the total only to 16.9 µΩ cm, an increase of 8 per cent. Thermal smearing of the Fermi surface, with structure and screening held fixed, adds 1 per cent. The energy width from ion motion at $2k_F$, estimated for free potassium ions, is 2.6 meV against $k_BT=32$ meV, which supports the quasi-elastic treatment. Lowering the packing fraction to 0.43 gives 17.2 µΩ cm. Changing both core radii by $+3$ or $-3$ per cent gives 15.8 or 16.5 µΩ cm; both changes raise the result, so it is not monotonic in a common scaling of the cores. The response to this common change is weak because the two terms move in opposite directions and partly cancel, and the label term, which depends on the difference between the potentials, changes by only 7 per cent. Changing the rubidium radius alone by $+3$ or $-3$ per cent gives 18.9 or 13.5 µΩ cm, and a rubidium radius of 0.138 nm would give about 23 µΩ cm. The size of the label term is therefore only as reliable as the difference between the two rough radii.

The treatment of screening and scattering is another large source of error. Exchange in the screening, represented by the Hubbard local field, multiplies $k_{TF}^2L$ by $1-q^2/[2(q^2+k_F^2)]$. This weakens the screening and raises the resistivity to 23.0 µΩ cm, by 46 per cent. Repeated scattering at one ion can be estimated by replacing $u_i$ with the on-shell t-matrix of an isolated screened ion at energy $E_F$. The algebra of the two terms is unchanged, but their sum becomes 32.5 µΩ cm, about twice the first-order value. This figure is converged to about 0.1 µΩ cm: integrating the radial equation in real space, with no momentum cutoff, gives 32.6. The increase lies in the average-potential term, which rises to about 27 µΩ cm, while the label term falls to about 5.6 µΩ cm. This is an estimate, not a corrected prediction: the phase shifts $\delta_l$ give Friedel counts $(2/\pi)\sum_l(2l+1)\delta_l$ of 1.27 and 1.32, where a consistently screened monovalent ion requires 1. The large value $k_F v_F\tau=111$ therefore does not establish the Born approximation. That value uses the transport time; counting every collision, without the factor $1-\cos\theta$, gives about 80. Either number says that successive collisions are far apart compared with the electron wavelength, not that each collision is weak.

Measured resistivities of liquid potassium and rubidium at this temperature are very roughly 15 and 25 µΩ cm. The model has the right order of magnitude, but its end-member values are too low, especially for rubidium, and it places rubidium below potassium. Its alloy curve should therefore be read as an illustration of the two scattering mechanisms, not as a prediction for this alloy. The order of the end members depends on the rough core radii: a rubidium radius of 0.138 nm raises pure rubidium to 11.9 µΩ cm, above potassium but still only about half the measured value. The order depends as much on the Born approximation: with the original radii, the single-site t-matrix estimate gives about 23 µΩ cm for potassium and 33 µΩ cm for rubidium, in the measured order but above both measured values. Weak, local, linearly screened scattering is also in doubt; the estimates above, which relax parts of it, raise the equimolar result by about half or double it. Nonlocal pseudopotentials and multiple scattering between ions are not sized. The remaining composition data and building-block checks are in the numerical output.

## Table of computed values

```
K-like, Rb-like ion density: 12.5, 10.3 nm^-3
Core radii: 0.113, 0.130 nm
Packing fraction: 0.45; temperature: 373 K
Resistivity in micro-ohm cm by Rb fraction c:
   c   average  c(1-c)   total
 0.00   10.099    0.000   10.099
 0.25    9.376    5.097   14.473
 0.50    8.958    6.775   15.733
 0.75    8.882    5.061   13.943
 1.00    9.177    0.000    9.177
All values below are for c = 0.5
Alloy ion density: 11.294 nm^-3
kF: 6.941 nm^-1; EF: 1.836 eV
Fermi velocity: 8.035e+05 m/s
Hard-sphere diameter: 0.4238 nm
n*u at q=2kF, K-like and Rb-like: -0.0016, 0.1715 eV
a at q=2kF: 0.835
Relaxation time: 19.97 fs
Mean free path: 16.05 nm; kF*path: 111.4
Resistivity: 15.733 micro-ohm cm = 1.573e-07 ohm m
From sphere quadrature: 15.733 micro-ohm cm
Excess over line, frozen: 4.382 micro-ohm cm
Excess over line, actual: 6.095 micro-ohm cm
Neglected effects, resistivity in micro-ohm cm:
Unequal sizes (diameter ratio 1.067): 16.918
  a11, a12, a22 at 2kF: 0.651, 0.841, 1.055
Hubbard exchange in screening: 23.018
Thermal smearing: 15.887
Single-site t-matrix: 32.512
  s phase shifts, K and Rb: 0.621, 0.496 rad
  Friedel counts (valence 1): 1.273, 1.320
Core radii up 3 percent: 15.831
Core radii down 3 percent: 16.483
Packing fraction 0.43: 17.186
kT: 32.14 meV; kT/EF: 0.0175
Ion-motion energy width at 2kF: 2.57 meV
Checks of the building blocks:
Cluster F, sampled: 0.2587 +- 0.0013 (dimensionless)
Cluster F, pair functions: 0.2592 (dimensionless)
Square-well shift, solver: 0.2675 rad
Square-well shift, analytic: 0.2675 rad
```
